# Bending stiffness of a resist line with soft sidewall skins

## Problem

A long, straight resist line is 15 nm wide and stands on a substrate. Its outermost 2 nm on each sidewall has been softened so far that it carries practically no stress. The 15 nm includes these two skins. The rest of the line, the core, has the same elastic constants as a line without skins.

(a) What fraction of the bending stiffness of a uniform 15 nm line is left, for bending sideways across the width?

(b) The line is 45 nm high and is pushed sideways at its top by 0.02 nN per nm of its length. How far does the top move, with and without the skins? Take Young's modulus $E=2.0$ GPa and Poisson ratio $\nu=0.35$.

(c) How soft must a skin be to count as negligible, and what changes when the line is short or its foot can yield?

The bending stiffness $D$ is the bending moment per unit length of line divided by the curvature it produces. Since 1 GPa equals 1 nN/nm², $D$ comes out in nN nm when lengths are in nm. The total width is $w=15$ nm, the skin thickness $t=2$ nm, the core width $b=w-2t=11$ nm and the height $H=45$ nm.

## First estimate by scaling

Let a uniform line of width $b$ be bent to a curvature $\kappa$. One side is stretched and the other compressed, with strains of order $\kappa b$. Three factors of width then enter the moment:

- the stress is of order $E\kappa b$;
- it acts over a width of order $b$, so the force per unit length of line is of order $E\kappa b^2$;
- this force has a lever arm of order $b$, so the moment per unit length is of order $E\kappa b^3$.

Hence $D\sim Eb^3$. If the skinned line behaves as a uniform line of width 11 nm, the unknown numerical factor is common to both lines and cancels:

$$
\frac{D_{\rm skin}}{D_{\rm uniform}}\approx\left(\frac{11}{15}\right)^3=(0.7333)^3\approx0.39 .
$$

The argument leaves three things open. It doesn't give the numerical factor, which is needed for a deflection in nm. It assumes that the core bends about its own middle. It also cannot say what a skin with some remaining stiffness contributes, because such a line is not a uniform line of any obvious width.

## Exact solution within beam theory

**Strain.** Let $x$ run across the width from the middle of the line, $y$ upwards from the foot and $z$ along the line. The middle of the line moves sideways by $u(y)$, positive towards $+x$. Assume small slopes, and assume that a plane horizontal section stays plane and perpendicular to the bent line. The section then tilts by the angle $u'(y)$, and a point at $x$ moves vertically by

$$
v=-(x-x_0)\,u'(y),
$$

where $x_0$ is the still unknown position of the plane that is not stretched. The minus sign says that the side towards which the line leans moves down. The vertical strain is

$$
\varepsilon_y=\frac{\partial v}{\partial y}=-(x-x_0)\,u''(y).
$$

**Stress.** The line is long, so it cannot strain along its length: $\varepsilon_z=0$. Its sidewalls are free, so $\sigma_x=0$. Hooke's law along $z$ gives

$$
0=\varepsilon_z=\frac{\sigma_z-\nu\sigma_y}{E}
\quad\Rightarrow\quad \sigma_z=\nu\sigma_y .
$$

Inserting this into the vertical strain,

$$
\varepsilon_y=\frac{\sigma_y-\nu\sigma_z}{E}=\frac{1-\nu^2}{E}\,\sigma_y
\quad\Rightarrow\quad
\sigma_y=E'\varepsilon_y,\qquad E'=\frac{E}{1-\nu^2}.
$$

The effective modulus $E'$ exceeds $E$ because the material is prevented from contracting (on the stretched side) or expanding (on the compressed side) along the line.

**Neutral plane.** The load is sideways and the weight is neglected, so the vertical force on a section is zero. With a modulus $E'(x)$ that may vary across the width,

$$
0=\int\sigma_y\,dx=-u''\int E'(x)\,(x-x_0)\,dx .
$$

For stress-free skins the integral runs over the core alone, where $E'$ is constant, and it vanishes when $x_0$ is the middle of the core. With equal skins this is also the middle of the line, $x_0=0$. This settles the second open point of the estimate.

**Moment.** Count the moment as positive when it bends the line towards $+x$. Compression at positive $x$ then contributes positively, so

$$
M=-\int\sigma_y\,x\,dx=u''\int E'(x)\,x^2\,dx ,
\qquad
D=\frac{M}{u''}=\int E'(x)\,x^2\,dx .
$$

For the uniform line,

$$
D_{\rm uniform}=E'\int_{-w/2}^{w/2}x^2\,dx
=\frac{E'}{3}\left[\frac{w^3}{8}+\frac{w^3}{8}\right]=\frac{E'w^3}{12}.
$$

For the line with skins the limits are $\pm b/2$, and the same integral gives $D_{\rm skin}=E'b^3/12$. Dividing,

$$
R=\frac{D_{\rm skin}}{D_{\rm uniform}}=\left(\frac{b}{w}\right)^3
=\left(1-\frac{2t}{w}\right)^3=\frac{1331}{3375}=0.394 .
$$

This answers (a): about 39 percent of the stiffness is left. The elastic constants have cancelled, since core and uniform line share them.

The skins make up $4/15$, or 27 percent, of the width, yet removing their stress removes 61 percent of the stiffness. The factor $x^2$ is the reason: material near the sidewalls is strained most and also has the longest lever arm.

If the two skins had different thicknesses adding up to 4 nm, the core would still be 11 nm wide and would bend about its own middle. Measuring $x$ from there gives the same $D_{\rm skin}$. For stress-free skins, the total thickness alone matters.

**Deflection of the top.** A force $F$ per unit length of line acts at height $H$. Its moment about a section at height $y$ is $F(H-y)$, so

$$
D\,u''=F(H-y).
$$

The foot is clamped: $u(0)=0$ and $u'(0)=0$. Integrating twice,

$$
u'=\frac{F}{D}\left(Hy-\frac{y^2}{2}\right),\qquad
u=\frac{F}{D}\left(\frac{Hy^2}{2}-\frac{y^3}{6}\right).
$$

At $y=H$ the last bracket is $H^3/2-H^3/6=H^3/3$, and the deflection is

$$
\delta=\frac{FH^3}{3D}.
$$

**Numbers for (b).** The plane-strain modulus is $E'=2.0/(1-0.35^2)=2.279$ GPa. Then

$$
D_{\rm uniform}=\frac{2.279\times15^3}{12}=641\ \text{nN nm},\qquad
D_{\rm skin}=\frac{2.279\times11^3}{12}=253\ \text{nN nm}.
$$

The deflections are

$$
\delta_{\rm uniform}=\frac{0.02\times45^3}{3\times641}=0.95\ \text{nm},\qquad
\delta_{\rm skin}=\frac{0.02\times45^3}{3\times252.8}=2.40\ \text{nm}.
$$

At equal load and height, the line with skins leans $1/R=2.54$ times as far.

The assumptions can be checked on these numbers. The slope at the top is $u'(H)=FH^2/(2D)=3\delta/(2H)$, which is 0.032 without and 0.080 with skins; both are small compared with 1. In beam theory, the largest strain in the load-bearing material occurs at the foot, at the edge of that material (the soft skins outside it are stretched further, but carry practically no stress):

$$
\varepsilon_{\max}=\frac{FH}{D}\,\frac{b}{2},
$$

with $b$ replaced by $w$ for the uniform line. It is 1.05 percent without and 1.96 percent with skins. The second value is no longer far below the few percent at which glassy polymers roughly begin to yield, so a load a few times larger would take the skinned line out of the elastic regime. Beam theory also leaves out the concentration of strain at a sharp corner between the line and a rigid foot, where yielding can begin at a smaller load.

## How soft is negligible?

Let the skins keep a fraction $r$ of the core modulus, with the same Poisson ratio. The integral for $D$ splits into a core part and a skin part. The skin part is the full-width integral minus the core integral, multiplied by $r$:

$$
D(r)=\frac{E'}{12}\left[b^3+r\,(w^3-b^3)\right].
$$

Dividing by $E'w^3/12$ and collecting terms,

$$
R(r)=r+(1-r)\left(\frac{b}{w}\right)^3 .
$$

The limits are right: $r=1$ gives 1 and $r=0$ gives 0.394. A skin with one tenth of the core modulus gives $0.1+0.9\times0.3944=0.455$. The rise above the stress-free value is $r(1-0.394)=0.606\,r$. To keep it below 0.01, $r$ must be below about 0.016. By this criterion a skin ten times softer than the core is not yet negligible; one a hundred times softer is, since it raises the ratio by only 0.006, to 0.400.

## Comparison of the estimate with the solution

The scaling estimate and the beam solution give the same ratio. This is no accident of the numbers. With stress-free skins, the load-bearing part is itself a uniform rectangle, so both lines have the same factor $1/12$, and the factor drops out. The agreement ends when the skins carry stress: $R(r)$ is then a sum of two terms, and no single cube of a width known in advance replaces it.

A cruder estimate would keep the first power of the skin thickness alone. Expanding the cube,

$$
\left(1-\frac{2t}{w}\right)^3
=1-\frac{6t}{w}+\frac{12t^2}{w^2}-\frac{8t^3}{w^3}
=1-0.800+0.213-0.019=0.394 .
$$

Stopping after the linear term would leave 0.20, half the correct value. The linear form requires $t\ll w/6$, which is 2.5 nm here, and a 2 nm skin doesn't meet that condition.

Both approaches share the assumption that plane sections stay plane. A two-dimensional plane-strain finite-element solution drops it. A pure moment was applied to the top of a 90 nm high line, and the curvature was read off around mid-height. This gave 641.0 nN nm for the uniform line and 252.8 nN nm for skins with $10^{-4}$ of the core modulus, a ratio of 0.3944. For skins at one tenth of the core modulus the ratio was 0.4549, as the formula for $R(r)$ predicts. Away from the ends, however, a pure moment leaves plane sections plane in the exact elastic solution too, whatever the moduli and Poisson ratios of core and skins. The agreement therefore confirms $D$, but it doesn't test the assumption for a line pushed sideways. That case follows in the next section.

## A short line and a yielding foot

The ratio $R$ belongs to the bending stiffness $D$. The force needed to move the top by a given distance has the same ratio if bending accounts for the whole deflection. For a 300 nm high line pushed at the top, the finite-element ratio is 0.395. For the 45 nm line on a rigid foot, the deflections are 1.03 nm and 2.50 nm, and the ratio of top stiffnesses rises to 0.410.

Shear suggests an explanation. A shear deflection is of order $FH/(Eb)$, while the bending deflection is of order $FH^3/(Eb^3)$. Their quotient is of order $(b/H)^2$, so shear adds relatively more to the wider uniform line and brings the two lines closer together. The excess over the beam formula is indeed about 8 to 9 percent for the uniform line and 4 percent for the skinned one. The calculation doesn't separate shear from the restraint at the foot, so this attribution is plausible rather than proved.

A soft underlayer has a larger effect. Put the line on a 20 nm layer with the elastic constants of the resist, bonded to a rigid base and extending 20 nm beyond each sidewall. The deflections become 1.42 nm and 3.25 nm, and the ratio becomes 0.437. The layer adds about 0.4 nm to the uniform line and 0.75 nm to the skinned one. That is a factor of about 1.9, less than the factor of about 2.4 between the two deflections on a rigid foot, which is why the ratio moves further towards 1. Halving the element size from 1 nm to 0.5 nm changed none of these four deflections by more than 0.24 percent.

## What the number means for a real line

A modulus of a few GPa is a rough typical value for a dry, glassy polymer resist. A height of three times the width is on the tall side for lines this narrow. A real skin, left by partial reaction or by uptake of developer or rinse liquid, need not have a sharp inner edge, and its thickness is hard to know to a fraction of a nanometre. Both uncertainties matter more than shear or the foot. A sharp skin of 1.5 nm per side gives $R=0.512$, and one of 2.5 nm gives 0.296. If instead the modulus rises linearly from zero at the sidewall to the core value 2 nm inside, the integral for $D$ gives $R=0.67$. If the top 2 nm of the line is soft as well, $D$ is unchanged, but the load-bearing core is 43 nm high. Pushed at its own top, it has a slender-line stiffness of $0.394\times(45/43)^3=0.452$ times that of the uniform 45 nm line. "About 39 percent" is thus a precise statement about the stated geometry, and a rough one about a real line.

During drying, the sideways load comes from liquid between neighbouring lines, and it can grow as a line leans towards its neighbour. In the simplest linear form the load is $F_0+k_c\delta$, with $k_c$ positive. Treat this load as a force at the top. The line then resists with $k\delta$, where $k=3D/H^3$. Real capillary pressure acts over the wetted part of the sidewall, which changes the factor 3 but not the proportionality to $D$. Balance gives

$$
k\,\delta=F_0+k_c\,\delta
\quad\Rightarrow\quad
\delta=\frac{F_0}{k-k_c}.
$$

In this linear model the deflection grows without bound as $k_c$ approaches $k$. A capillary pressure that varies inversely with the gap grows faster than linearly, and two neighbouring lines then snap together at a finite lean, a quarter of the gap in the simplest form; that threshold is also proportional to $D$. The load of part (b) is small on this scale. Water (surface tension 0.072 nN/nm) that fully wets a 15 nm gap on one side only corresponds to about 0.16 nN/nm at the top, eight times more, and would strain either line beyond the elastic range assumed here. For a slender line of fixed height on a rigid foot, the skins lower this threshold to 39 percent of its former value. Below the threshold, at fixed $F_0$ and $k_c$, they increase the lean by more than the factor 2.54 found for a constant load.

A lower line can recover the lost stiffness. Inserting $D=E'b^3/12$,

$$
k=\frac{3}{H^3}\,\frac{E'b^3}{12}=\frac{E'}{4}\left(\frac{b}{H}\right)^3 ,
$$

so $k$ depends on the proportions of the core and not on its size. An 11 nm core has the top stiffness of the uniform 15 nm by 45 nm line if its height is $45\times11/15=33$ nm. This holds for stress-free sidewall skins, a rigid foot and a force at the top. It says nothing about whether the capillary load itself changes with the height.

The computed values are collected in the numerical output below.

## Computed results

```
INPUTS
Line width including skin: 15 nm
Skin thickness per sidewall: 2 nm
Core width: 11 nm
Line height: 45 nm
Young's modulus: 2.0 GPa
Poisson ratio: 0.35
Test line load at top: 0.02 nN/nm
BENDING STIFFNESS
Plane-strain modulus: 2.279 GPa
D, uniform line: 641.0 nN nm
D, line with skin: 252.8 nN nm
Width ratio core/line: 0.7333
Stiffness ratio R, formula: 0.3944
Stiffness ratio R, strip sum: 0.3944
Skin share of width: 26.7 %
Stiffness lost: 60.6 %
FINITE-ELEMENT CHECK
D, uniform line: 641.0 nN nm
D, line with skin: 252.8 nN nm
Stiffness ratio R: 0.3944
R for skin at 0.1 of core modulus, formula: 0.4549
R for skin at 0.1 of core modulus, elements: 0.4549
Top-force ratio, 300 nm high line: 0.3946
TOP OF THE 45 nm LINE, SLENDER FORMULA
Deflection, uniform: 0.95 nm
Deflection, with skin: 2.40 nm
Deflection factor 1/R: 2.54
Slope at top, uniform: 0.032 rad
Slope at top, with skin: 0.080 rad
Largest foot strain, uniform: 1.05 %
Largest foot strain, with skin: 1.96 %
NEGLECTED EFFECTS
Rigid foot, elements: deflection, uniform: 1.03 nm
Rigid foot, elements: deflection, with skin: 2.50 nm
Rigid foot: top-force ratio: 0.410
Underlayer thickness: 20 nm
Soft underlayer: deflection, uniform: 1.42 nm
Soft underlayer: deflection, with skin: 3.25 nm
Soft underlayer: top-force ratio: 0.437
Largest deflection shift on halving mesh: 0.24 %
R for skin of 1.5 nm: 0.512
R for skin of 2.5 nm: 0.296
Slender top-force ratio if top 2 nm is skin too: 0.452
```
